Spontaneous emission of a dipole into one lossless guided mode

## First half: from Maxwell's equations to the guided rate

**Q.** You want the rate at which an excited emitter puts its photon into one mode of a waveguide. What is assumed before any quantum mechanics enters?

**A.** The guide is uniform along z, non-magnetic and lossless. Its permittivity ε(x,y,ω) is real and may depend on frequency. The units are Gaussian. A guided mode has the physical fields

E = Re[F(x,y) exp(iβz − iωt)], H = Re[G(x,y) exp(iβz − iωt)],

where F and G are complex vector profiles that vanish far from the guide. I write k0 = ω/c, and let E and H also stand for the complex fields F exp(iβz) and G exp(iβz). Maxwell's equations then read

∇×E = ik0 H, ∇×H = −ik0 εE.

The emitter sits at r0 and has two levels separated by ħω. Its transition dipole is d n̂, with n̂ a real unit vector for now. It is much smaller than the scale on which F varies, so the field at r0 is all it feels.

**Q.** To speak of one photon you need the energy of the mode. If ε depends on frequency, the familiar ε|E|² is not the energy density.

**A.** Correct, so let us find what replaces it. Let the amplitude grow slowly: E = Re[E0(t) exp(−iωt)]. A slowly varying amplitude contains frequencies near ω. To first order, D therefore has the amplitude

D0 = εE0 + i(∂ε/∂ω) dE0/dt.

The time derivative of D has the amplitude −iωD0 + dD0/dt. To the same order this is

−iωεE0 + [ε + ω ∂ε/∂ω] dE0/dt.

The bracket is ∂(ωε)/∂ω. The work done per unit volume and time is E·(∂D/∂t)/4π. Averaged over a cycle, a product of two oscillating quantities is half the real part of one amplitude times the conjugate of the other. The first term gives −iωε|E0|², which is imaginary and drops out. The second leaves

d/dt { (1/16π) [∂(ωε)/∂ω] |E0|² }.

The braces hold the stored electric energy density. The magnetic part is |H0|²/16π, by the same argument with unit permeability.

**Q.** Then the energy needs two integrals, one electric and one magnetic. Can the magnetic one be removed?

**A.** Yes, for a guided mode. Use the identity for the divergence of a cross product, with ∇×H* = ik0 εE*:

∇·(E×H*) = H*·(∇×E) − E·(∇×H*) = ik0(|H|² − ε|E|²).

The phases exp(±iβz) cancel in E×H*, so it does not depend on z and its divergence is purely transverse. Integrated over the cross-section, a transverse divergence becomes a line integral at infinity, where the mode has vanished. Therefore

∫|G|² dA = ∫ε|F|² dA.

The energy in a length L becomes

U = (L/16π) ∫[∂(ωε)/∂ω + ε]|F|² dA = (L/8π) ∫ε_w|F|² dA,

ε_w = ε + (ω/2) ∂ε/∂ω = (1/2ω) ∂(ω²ε)/∂ω.

Without material dispersion, ε_w = ε.

**Q.** How does this fix the field of a photon?

**A.** Take a long length L with periodic ends, so that β = 2πj/L with integer j. Each mode is a harmonic oscillator with Hamiltonian ħω a†a, the zero-point energy being left out. Write its electric field as

Ê = 𝓔 [u(x,y) exp(iβz) a + u*(x,y) exp(−iβz) a†],

with u proportional to F and normalized by

∫ε_w|u|² dA = 1.

For a classical oscillation, a becomes a number α exp(−iωt). The field is then 2 Re[𝓔 u α exp(iβz − iωt)], so F = 2𝓔αu. Put this into U:

U = (L/8π) · 4𝓔²|α|² = L𝓔²|α|²/(2π).

The oscillator's energy is ħω|α|². Equating the two gives

𝓔 = √(2πħω/L).

With a frequency-dependent ε, this is an effective quantization, good over a narrow band in which ε stays real.

**Q.** And the coupling to the emitter?

**A.** In the dipole approximation the interaction is −d̂·Ê(r0). Emission takes the state "excited, no photon" to "ground, one photon", so the creation part of the field acts. Let d = ⟨ground|d̂|excited⟩ be the vector matrix element. The coupling g then satisfies

|g|² = (2πħω/L) |d·u*(r0)|².

The phase exp(−iβz0) disappears in the modulus. Terms that create a photon while exciting the emitter are dropped. That is allowed when the decay rate is tiny compared with ω.

**Q.** An emitter coupled to discrete modes exchanges energy back and forth. Where does irreversible decay come from?

**A.** From the number of modes. Let c_e be the excited-state amplitude, c_k the amplitude for a photon in mode k, and Δ_k = ω_k − ω. In the interaction picture

iħ dc_e/dt = Σ g_k* exp(−iΔ_k t) c_k,

iħ dc_k/dt = g_k exp(iΔ_k t) c_e.

Integrate the second equation from c_k(0) = 0 and insert it in the first:

dc_e/dt = −Σ (|g_k|²/ħ²) ∫₀ᵗ exp[−iΔ_k(t − t′)] c_e(t′) dt′.

For large L the sum becomes an integral over Δ with ν modes per unit angular frequency. Suppose |g|²ν hardly changes over many decay rates. Then the integral of exp[−iΔ(t − t′)] over Δ is 2πδ(t − t′). The peak lies at the end of the time interval, so half of it counts:

dc_e/dt = −(π|g|²ν/ħ²) c_e.

The probability |c_e|² decays at twice this rate:

Γ = 2π|g|²ν/ħ².

The slow variation of |g|²ν that was ignored also shifts the transition frequency slightly. That shift is absorbed in ω.

**Q.** What is ν for the guide?

**A.** Neighbouring values of β differ by 2π/L, so there are L/2π modes per unit β in one direction. Per unit frequency this is

ν = (L/2π) dβ/dω = L n_g/(2πc), n_g = c dβ/dω = c/v_g.

Here the group index n_g enters: a slow mode has more states per frequency interval. Combining the pieces for one direction,

Γ_one = (2π/ħ²) · (2πħω/L)|d·u*|² · L n_g/(2πc) = (2πω n_g/ħc) |d·u*|².

The artificial length L has cancelled.

**Q.** You replaced a sum by an integral and half a delta function. Is there evidence that this counting gives the true decay?

**A.** It was tested by diagonalizing the emitter together with a finite set of modes. The numbers were those of the silicon wire in the second half. There were 601 modes in each direction and L = 8v_g/Γ, so a photon needs eight lifetimes to come round again. The survival probability was 0.3684 after one lifetime and 0.1353 after two. The exponential law gives 0.3679 and 0.1353. The test demanded agreement within 0.005, because the finite band of modes leaves a small error.

**Q.** The mode running the other way is a different mode. Why should it take the same share?

**A.** Conjugate Maxwell's equations. With ε and ω real,

∇×E* = ik0(−H*), ∇×(−H*) = −ik0 εE*.

So (E*, −H*) solves the same equations, and its z-dependence is exp(−iβz). The backward profile is therefore u₋ = u₊*. For a linear dipole d = d n̂, with n̂ real,

|n̂·u₋*| = |n̂·u₊| = |n̂·u₊*|.

Both directions receive equal rates. The overall phase of d does not matter. Their sum is

Γ_g = (4πω d² n_g/ħc) |n̂·u(r0)|².

For a dipole whose direction rotates, n̂ is complex and the argument fails. I return to that case in the second half.

**Q.** You promised an area, and I see only a normalized field.

**A.** The normalization hides it. Since u is proportional to F and ∫ε_w|u|² dA = 1,

|n̂·u(r0)|² = |n̂·F(r0)|² / ∫ε_w|F|² dA.

Define

A = ∫ε_w|F|² dA / [ε(r0) |n̂·F(r0)|²].

Numerator and denominator carry the same power of the field, so its strength cancels and an area remains. Then |n̂·u(r0)|² = 1/[ε(r0)A], and

Γ_g = 4πω d² n_g / [ħc ε(r0) A].

This is the rate into both directions of one guided mode.

**Q.** Is A the size of the core?

**A.** In one simple case it is. Suppose the medium has no dispersion, and the field is uniform over a section S, parallel to n̂ and zero elsewhere. Then the integral is εS|F|² and A = S. In general A depends on where the emitter sits and how it points. At a zero of n̂·F, or far outside the guide, A grows without bound and the rate vanishes. At a field maximum, A can be smaller than the geometric core. It measures the mode's energy against the field the emitter feels.

**Q.** How large is the rate on a natural scale? Suppose the dipole moment of the emitter is not known.

**A.** Divide by the rate of the same dipole in a uniform medium with the local index n_a = √ε(r0). I derive that rate in the same way, so that the conventions match. In a volume V the photon field has |g|² = (2πħω/V)|d·u|², now with ε_w|u|² = 1. Put ε = n_a² in ε_w:

ε_w = n_a(n_a + ω dn_a/dω) = n_a N,

where N is the group index of the material. The waves have k = n_aω/c and dk/dω = N/c. Per unit frequency and solid angle, each polarization has

V k²(dk/dω)/(2π)³ = V n_a² ω² N/(8π³c³)

modes. Summing |d·û|² over the two transverse polarizations gives d² sin²θ, where θ is the angle between dipole and wave vector. Its integral over directions is 8πd²/3. Hence

Γ_0 = (2π/ħ²) · 2πħω · [1/(n_aN)] · [n_a²ω²N/(8π³c³)] · (8πd²/3)

= 4n_a ω³ d²/(3ħc³).

The material group index has cancelled: it raises the number of modes and lowers the field of each photon.

**Q.** And the ratio?

**A.** Insert ε(r0) = n_a² in the guided rate and divide:

Γ_g/Γ_0 = [4πωd²n_g/(ħc n_a²A)] · [3ħc³/(4n_aω³d²)] = 3πn_g c²/(n_a³ω²A).

With c/ω = λ/2π, λ being the vacuum wavelength, this becomes

Γ_g/Γ_0 = (3/4π)(n_g/n_a)(λ/n_a)²/A.

The dipole moment has dropped out. A mode takes a rate comparable to Γ_0 when its effective area is comparable to (λ/n_a)², apart from the factor (3/4π)(n_g/n_a).

**Q.** When does the derivation break down?

**A.** It needs weak coupling: |g|²ν must stay nearly constant over a frequency range much wider than Γ. If v_g fell towards zero at some frequency, n_g would diverge there. The flat-density step would fail near that frequency, and the infinite rate would be an artefact. The derivation also needs a guide long enough, and free enough of reflections, that an emitted photon does not return. Finally, absorption must be weak enough for β to be sharply defined.

## Second half: the meaning of the group index, and a silicon wire

**Q.** Before I object further, restate what we have.

**A.** The mode has electric and magnetic profiles F and G, propagation constant β and group index n_g = c dβ/dω. The emitter at r0 has dipole d along the unit vector n̂ and local index n_a = √ε(r0). The vacuum wavelength is λ, and k0 = ω/c. The first half gave

A = ∫ε_w|F|² dA / [ε(r0)|n̂·F(r0)|²], ε_w = (1/2ω) ∂(ω²ε)/∂ω,

Γ_g = 4πω d² n_g/[ħc ε(r0)A],

Γ_g/Γ_0 = (3/4π)(n_g/n_a)(λ/n_a)²/A,

with both directions summed for a linear dipole. Γ_0 is the rate in a uniform medium of index n_a. One direction alone receives (2πωn_g/ħc)|d·u*|², where u is F scaled to ∫ε_w|u|² dA = 1, and the backward mode has profile u*.

**Q.** So I raise n_g and the emitter radiates faster in proportion?

**A.** At fixed A, yes. But n_g and A belong to the same mode, and a change of guide generally moves both. To see what they share, compare energy with power. Differentiate Maxwell's equations along the mode with respect to ω, marking the derivative by a subscript:

∇×E_ω = (i/c)H + ik0 H_ω,

∇×H_ω = −(i/c)[∂(ωε)/∂ω]E − ik0 εE_ω.

Expand the following divergence with the product rule. The terms in k0 cancel in pairs:

∇·(E_ω×H* + E*×H_ω) = (i/c){|H|² + [∂(ωε)/∂ω]|E|²}.

Differentiating exp(iβz) produces a factor iz dβ/dω, so the vector on the left contains

iz(dβ/dω)(F×G* + F*×G).

Integrate over the cross-section. Transverse derivatives give nothing, because the mode vanishes at infinity. The z-derivative leaves

2(dβ/dω) ∫Re(F×G*)_z dA = (1/c) ∫{|G|² + [∂(ωε)/∂ω]|F|²} dA.

The power is P = (c/8π)∫Re(F×G*)_z dA, and the energy per length W is 1/16π times the integral on the right. So dβ/dω = W/P, or P = v_g W: the energy travels at the group velocity.

**Q.** What does that do to the emission rate?

**A.** Since W = (1/8π)∫ε_w|F|² dA, we have A = 8πW/[ε(r0)|n̂·F|²]. Also n_g = cW/P. The energy cancels in the quotient:

n_g/A = c ε(r0)|n̂·F(r0)|²/(8πP),

Γ_g = ω d²|n̂·F(r0)|²/(2ħP).

The rate is set by the field at the emitter for a given guided power. At one frequency, F and P follow from ε at that frequency alone. Material dispersion therefore raises n_g and A by the same factor and leaves Γ_g unchanged.

**Q.** Show me this in a definite guide.

**A.** Take a round silicon wire, 360 nm in diameter, buried in silica, at λ = 1550 nm. The model sets the indices to 3.48 and 1.444; these are chosen inputs. Silicon's dispersion is modelled by one oscillator at 4 eV, which gives the bulk material a group index of 3.613. Silica is taken without dispersion. Matching the tangential fields at the wall gives the fundamental mode HE11 an effective index β/k0 = 2.204.

With V the wire radius times k0 times the root of the permittivity difference, V = 2.310. The next modes start at 2.405, so HE11 is the one guided mode, in two polarizations. A transverse dipole on the axis excites the combination polarized along itself.

With silicon's dispersion, n_g = 4.7186 and A = 0.08205 µm² on the axis. With ε held at its 1550 nm value, n_g = 4.5725 and A = 0.07951 µm². Both cases give n_g/A = 57.507 µm⁻², and a test confirmed the equality to one part in a million. Using the dispersive n_g with the non-dispersive A would make the rate 3.2 % too high.

**Q.** Now the rate itself.

**A.** In silicon (λ/n_a)² = 0.19838 µm², so

Γ_g/Γ_0 = 0.23873 × (4.7186/3.48) × (0.19838/0.08205) = 0.783.

For an absolute value choose d = ex with x = 0.1 nm. Since e² = αħc, where α is the fine-structure constant,

Γ_0 = (4/3) n_a α ω (k0x)² = 6.76 × 10⁶ s⁻¹,

a lifetime of 148 ns. The guided rate is 0.783 times this, Γ_g = 5.29 × 10⁶ s⁻¹.

**Q.** Everything so far uses your photon normalization. If a factor is wrong there, the rate inherits it.

**A.** A classical calculation of the radiated power can check it, without using n_g or A. Drive a mode with the dipole p(t) = Re[p exp(−iωt)]. The oscillator Hamiltonian gives

da/dt = −iω_k a + (i/ħ)𝓔 u*·p(t),

leaving out the position phase. The resonant half of p(t) feeds the modes near ω. Their total energy grows at the rate ħω(2π/ħ²)|𝓔u*·p/2|²ν. That is ħωΓ with d = p/2, mode by mode. Ratios of classical powers therefore equal ratios of quantum rates.

The classical power is (ω/2)Im(p*·E), with E the dipole's own field at its position. In a bulk medium a unit dipole has Im E = (2/3)n_a k0³ along itself.

In the wire, the field returned by the wall is an integral over longitudinal wave numbers κ. Its integrand has poles at κ = ±β. Near β it behaves as ρ/(κ − β), and causality places the pole just above the real axis, which contributes πρ to Im E. The two poles give

Γ_g/Γ_0 = 2πρ/[(2/3)n_a k0³].

The residue ρ was found by matching the dipole's field at the wall, without group index or mode energy:

diameter | n_g | A (µm²) | Γ_g/Γ_0, formula | from the pole
300 nm | 3.9926 | 0.09958 | 0.54568 | 0.54567
330 nm | 4.6028 | 0.08649 | 0.72427 | 0.72427
360 nm | 4.7186 | 0.08205 | 0.78263 | 0.78263

From the first row to the last, at fixed wavelength, n_g rises by a factor 1.18 and 1/A by 1.21. Neither factor alone accounts for the rise of 1.43 in the rate.

**Q.** What becomes of the photons that miss the guided mode?

**A.** They leave through the silica. Wave numbers |κ| below 1.444k0 describe waves that escape. Their part of the self-field gives a rate 0.127Γ_0 for the dipole on the axis. The total is 0.910Γ_0, so the wire slightly slows the emitter: the radiative lifetime is 163 ns instead of 148 ns. The guided fraction of the radiation is

0.7826/(0.7826 + 0.1271) = 0.860.

This continuum was tested on a wire of 1 nm radius. A static transverse field E_out induces a dipole field outside the cylinder. Continuity of the potential and of εE_r at the wall gives

ε₁E_in = ε₂(2E_out − E_in), so E_in = 2ε₂E_out/(ε₁ + ε₂),

with ε₁ for silicon and ε₂ for silica. The thin wire hardly disturbs the waves in the silica, but it multiplies their transverse field at the emitter by E_in/E_out. The rate goes as the square of that field, so it is the rate in bulk silica times the square of this factor. Relative to bulk silicon the law is (1.444/3.48)[2ε₂/(ε₁ + ε₂)]² = 0.0358, and the computed continuum gave 0.0358.

**Q.** You say A is taken at the emitter. How much does its place matter?

**A.** A good deal. Keep the dipole moment fixed and let it point radially:

place | A (µm²) | Γ_g relative to the axis
axis | 0.082 | 1
90 nm from axis | 0.144 | 0.568
at the wall, inside | 2.407 | 0.034
at the wall, outside | 0.414 | 1.150

The last two rows are limits at the same wall. Continuity of εE_r makes the outside field larger by ε₁/ε₂ = 5.81. Since A contains 1/(ε|E_r|²), A_out/A_in = ε₂/ε₁. The rate varies as |E_r|², so it jumps by (ε₁/ε₂)² = 33.7. Just outside, the area is five times that on the axis, yet the rate is higher, because the formula also contains 1/ε(r0). This describes a macroscopic interface and does not hold within atomic distances of it.

Position and orientation were tested together with a longitudinal dipole 90 nm from the axis. There A = 0.212 µm², and both the formula and the pole give Γ_g/Γ_0 = 0.30294.

**Q.** That brings back the rotating dipole. Does it still send half each way?

**A.** Not always. A dipole rotating about the z direction still does, once both polarizations are counted. The shares can differ where the mode has a longitudinal field and the dipole rotates in the plane of the radius and the axis. Reflection z → −z turns the forward profile (u_t, u_z) into the backward one (u_t, −u_z), and conjugation does the same. For one chosen polarization the two results agree up to a phase, so we may take u_t real and u_z imaginary. In the plane of the radius and the axis write u = (a, ib), with a dipole along (1, i)/√2. Then

d·u₊* ∝ a + b, d·u₋* ∝ a − b.

If a and b have the same sign, the forward share is (a + b)²/[2(a² + b²)]. At 90 nm from the axis the areas give

(b/a)² = 0.14446/0.21198 = 0.6815, |b/a| = 0.8255,

share = 1.8255²/(2 × 1.6815) = 0.991.

Reversing the rotation sends this share the other way.

**Q.** Real guides have ends. Surely that spoils an infinite-guide result.

**A.** It can change Γ_g considerably. Let one end, a distance s from the emitter, reflect the amplitude r. The returning wave has phase 2βs, so for a transverse dipole the guided part of the self-field is multiplied by 1 + r exp(2iβs) and, for real r, the guided rate by

1 + r cos(2βs).

A plane-wave estimate for a facet to air is r = (2.204 − 1)/(2.204 + 1) = 0.38, a swing of ±38 %. It shows only that the effect is large: this mode is narrower than the wavelength, so it meets the facet as a wide spread of directions, and its true amplitude reflection is stronger, about 0.5 and nearly real, so the actual swing is about ±50 %. Since dβ/dλ = −2πn_g/λ², a flat emission line of width Δλ averages the fringe nearly to zero when s = λ²/(2n_gΔλ). For 50 nm this is 5.1 µm. For larger s the fringe returns, but never to more than about 22 % of its full size. A narrow line keeps the fringe over much greater distances.

**Q.** And the other idealizations?

**A.** With the dipole fixed, the guided rate is 5.3 % higher at 1525 nm and 5.3 % lower at 1575 nm. A diameter of 350 nm lowers it by 1.1 %, and 370 nm raises it by 0.2 %. A propagation loss of 2 dB/cm, a rough typical value, gives the pole a half-width Im β of 2.6 × 10⁻⁶ of β. Thermal photons at 300 K number 4 × 10⁻¹⁴ per mode, so stimulated emission by them is negligible.

The field acting on the emitter may differ from the average field. For an emitter in a small empty sphere, the static boundary conditions give the factor 3ε/(2ε + 1). For one on a lattice site with Lorentz's field E + 4πP/3, where P is the polarization, the factor is (ε + 2)/3. Their squares, which the program prints as local-field factors, multiply the absolute rates by 2.1 or 22. They cancel in Γ_g/Γ_0 if the emitter's immediate surroundings are the same in wire and bulk.

**Q.** How does this compare with a real silicon light source?

**A.** The wire's cross-section, 0.102 µm², is close to that of a 450 nm × 220 nm strip. A strip has two unequal polarizations, and I have not computed how far its shape moves the result. The chosen dipole corresponds to an oscillator strength 2mωx²/ħ = 0.21 for light polarized along the dipole, where m is the free-electron mass; averaged over orientations, as is usual in tables, it is one third of this, 0.07. Erbium near 1.5 µm has a radiative lifetime of the order of milliseconds, so its absolute rate is lower by several orders of magnitude. Part of its emission is magnetic, which this formula leaves out.

For a light-emitting diode it also matters whether the emitter decays by radiation. With an assumed non-radiative lifetime of 10 ns and no local-field factor, the fraction of excitations that end as guided photons is

5.29/(5.29 + 0.86 + 100) = 5.0 %,

all rates being in 10⁶ s⁻¹. Non-radiative decay does not change Γ_g, but here it lowers the yield from 86 % to 5 %. If the local-field factor 2.1 or 22 multiplied both radiative rates, the yield would be about 10 % or 50 %, so this number depends strongly on the emitter's immediate surroundings. The numerical output below gives the values to more digits.

Numbers as computed

```
wavelength 1550 nm, photon energy 0.7999 eV
wire diameter 360 nm, cross-section 0.1018 um2
index silicon 3.48, silica 1.444
silicon oscillator energy 4.0 eV
bulk silicon group index (model) 3.613
V number 2.310, next mode at 2.405
effective index 2.2041
group index 4.7186, from energy/flux 4.7186
effective area on axis 0.08205 um2
(lambda/n)^2 in silicon 0.19838 um2
diameter nm | n_g | A um2 | guided/bulk formula | from pole
  300 | 3.9926 | 0.09958 | 0.54568 | 0.54567
  330 | 4.6028 | 0.08649 | 0.72427 | 0.72427
  360 | 4.7186 | 0.08205 | 0.78263 | 0.78263
no material dispersion: n_g 4.5725, A 0.07951 um2
n_g/A with 57.5070, without 57.5070 1/um2
error if n_g with, A without dispersion 3.20 %
dipole length x 0.1 nm
bulk rate 6.7616e+06 1/s, lifetime 147.9 ns
guided rate 5.2918e+06 1/s, both directions
radiation-mode rate/bulk 0.12710, rate 8.594e+05 1/s
radiative lifetime in wire 162.6 ns
guided fraction of radiation 0.8603
radial dipole: place | A um2 | guided rate over axis value
  r = 90 nm | 0.14446 | 0.5680
  wall, inside | 2.40689 | 0.0341
  wall, outside | 0.41441 | 1.1500
longitudinal dipole at 90 nm: A 0.21198 um2
  guided/bulk formula 0.30294, from pole 0.30294
rotating dipole at 90 nm: larger one-way share 0.9909
survival at 1 and 2 lifetimes 0.3684, 0.1353
  exponential law 0.3679, 0.1353
thin-wire radiation/bulk 0.035820
neglected effects:
facet to air, rough: rate swing +-38 %
  washed out beyond 5.1 um for 50 nm linewidth
guided rate at 1525 nm: +5.32 %
guided rate at 1575 nm: -5.29 %
guided rate at diameter 350 nm: -1.14 %
guided rate at diameter 370 nm: +0.18 %
loss 2 dB/cm: relative pole width 2.6e-06
thermal photons per mode at 300 K 3.7e-14
local-field factor, empty cavity 2.08
local-field factor, virtual cavity 22.1
guided yield, 10 ns non-radiative decay: 4.99 %
```
